# The Energy Gap Law for Nonradiative Decay at Weak Vibronic Coupling: a numerical check

```python
"""
Energy gap law for nonradiative decay in the weak-coupling limit.

Result under test: k = (2 pi/hbar) C^2 F(E), with F the Franck-Condon weighted
density at the zero-point-to-zero-point gap E. For E well above the total
reorganisation energy, ln F falls with local slope
    -u - phi3/(2 phi2^2),   E = L + s2*u + sum_j S_j w_j exp(w_j u).
Symbols: w_j quantum (eV) and S_j Huang-Rhys factor of a fast mode;
L reorganisation energy of the slow bath (eV), s2 = 2 L kT its variance;
m_j = S_j exp(w_j u) quanta accepted by mode j;
phi2 = s2 + sum w_j^2 m_j, phi3 = sum w_j^3 m_j; C electronic coupling (eV).
Mode "ring" is the aromatic C-C stretch, mode "CH" the C-H stretch.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln, xlogy

HBAR = const.hbar / const.e          # eV s
KB = const.k / const.e               # eV/K
Model = namedtuple("Model", "w_ring S_ring w_CH S_CH L kT")

temperature, bake_temperature = 298.0, 383.0
coupling = 4.0e-5
base = Model(0.17, 1.0, 0.37, 0.01, 0.08, KB * temperature)
gap0 = 1.8
gaps = np.array([1.4, 1.6, 1.8, 2.0, 2.2])
n_bonds = 10
rate_factor = 2 * np.pi / HBAR * coupling**2


def poisson(n, S):
    return np.exp(-S + xlogy(n, S) - gammaln(n + 1))


def density_sum(gap, m):
    """Explicit sum over quanta: density and conditional mean quanta."""
    gap = np.atleast_1d(gap)[:, None, None]
    n = np.arange(80)[None, :, None]
    k = np.arange(16)[None, None, :]
    s2 = 2 * m.L * m.kT
    x = gap - m.L - n * m.w_ring - k * m.w_CH
    joint = (poisson(n, m.S_ring) * poisson(k, m.S_CH)
             * np.exp(-x**2 / (2 * s2)) / np.sqrt(2 * np.pi * s2))
    F = joint.sum(axis=(1, 2))
    return F, (joint * n).sum(axis=(1, 2)) / F, (joint * k).sum(axis=(1, 2)) / F


def saddle(gap, m):
    """Stationary-point result: ln F, u, accepted quanta, phi2, phi3."""
    w = np.array([m.w_ring, m.w_CH])
    S = np.array([m.S_ring, m.S_CH])
    s2 = 2 * m.L * m.kT
    u = brentq(lambda y: m.L + s2 * y + np.sum(S * w * np.exp(w * y)) - gap,
               -5, 40)
    quanta = S * np.exp(w * u)
    phi2 = s2 + np.sum(w**2 * quanta)
    phi3 = np.sum(w**3 * quanta)
    lnF = (-(gap - m.L) * u + s2 * u**2 / 2 + np.sum(quanta - S)
           - 0.5 * np.log(2 * np.pi * phi2))
    return lnF, u, quanta, phi2, phi3


# Averages over one ring quantum remove the vibrational ripple.
offsets = base.w_ring * ((np.arange(16) + 0.5) / 16 - 0.5)


def smooth_ln(density, gap):
    return np.mean(np.log(density(gap + offsets)))


def smooth_slope(density, gap, h=base.w_ring):
    return (smooth_ln(density, gap + h) - smooth_ln(density, gap - h)) / (2 * h)


def summed(m):
    return lambda e: density_sum(e, m)[0]


# Time-domain road: characteristic functions on a time grid (1/eV).
dt = 0.05
time = np.arange(-5000, 5001) * dt


def density_time(*factors):
    chi = np.prod(np.array(factors), axis=0)
    return lambda e: np.real(
        np.exp(-1j * np.outer(np.atleast_1d(e), time)) @ chi) * dt / (2 * np.pi)


def chi_bath(L, kT):
    return np.exp(1j * L * time - L * kT * time**2)


def chi_mode(w, S, kT=None):
    nbar = 0.0 if kT is None else 1 / np.expm1(w / kT)
    return np.exp(S * ((nbar + 1) * (np.exp(1j * w * time) - 1)
                       + nbar * (np.exp(-1j * w * time) - 1)))


def chi_levels(energies, weights):
    return weights @ np.exp(1j * np.outer(energies, time))


# Vibrational overlaps from diagonalization on a coordinate grid.
dq = 0.12
q = np.arange(-11, 15, dq)
sep = np.arange(q.size)[:, None] - np.arange(q.size)[None, :]
safe = np.where(sep == 0, 1, sep)
kinetic = np.where(sep == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * np.where(sep % 2 == 0, 1, -1) / (2 * dq**2)


def overlaps(w, V_initial, V_final, count):
    start = np.linalg.eigh(w * kinetic + np.diag(V_initial))[1][:, 0]
    E, states = np.linalg.eigh(w * kinetic + np.diag(V_final))
    return E[:count] - E[0], (states[:, :count].T @ start)**2


# --- One mode: overlaps, ratio rule, closed formula and its slope
w, S = base.w_ring, base.S_ring
shift = np.sqrt(2 * S)
V_ring = w * q**2 / 2
_, fc = overlaps(w, w * (q - shift)**2 / 2, V_ring, 23)
levels = np.arange(13)
assert np.allclose(fc[:13], poisson(levels, S), rtol=1e-4, atol=0)
assert np.allclose(fc[1:13] / fc[:12], S / levels[1:], rtol=1e-4)
p = 10
E_single = p * w
gamma = np.log(E_single / (S * w)) - 1
closed = np.exp(-S - gamma * p) / np.sqrt(2 * np.pi * w * E_single)
closed_ratio = closed / (fc[p] / w)
assert abs(closed_ratio - 1) < 0.01       # Stirling error is about 1/(12 p)
slope_single = np.log(fc[p + 1] / fc[p - 1]) / (2 * w)
slope_single_formula = -(gamma + 1) / w - 1 / (2 * E_single)
assert abs(slope_single / slope_single_formula - 1) < 0.005
assert abs(slope_single / (-gamma / w) - 1) > 0.3   # naive slope must fail

# --- Time integral against explicit sum
ring, ch = chi_mode(w, S), chi_mode(base.w_CH, base.S_CH)
bath = chi_bath(base.L, base.kT)
F_sum = density_sum(gaps, base)[0]
assert np.allclose(density_time(bath, ring, ch)(gaps), F_sum, rtol=1e-4, atol=0)

# --- Stationary point against explicit sum
scan = np.linspace(1.4, 2.2, 81)
scan_saddle = np.array([np.exp(saddle(e, base)[0]) for e in scan])
ripple = np.max(np.abs(scan_saddle / density_sum(scan, base)[0] - 1))
assert ripple < 0.15                       # ripple of the discrete quanta
for e in gaps:
    assert abs(smooth_ln(summed(base), e) - saddle(e, base)[0]) < 0.04

_, u0, quanta0, phi2, phi3 = saddle(gap0, base)
slope_formula = -u0 - phi3 / (2 * phi2**2)
slope_sum = smooth_slope(summed(base), gap0)
assert abs(slope_sum / slope_formula - 1) < 0.02
h = 2 * w
curvature = (smooth_ln(summed(base), gap0 + h) + smooth_ln(summed(base), gap0 - h)
             - 2 * smooth_ln(summed(base), gap0)) / h**2
assert abs(curvature * phi2 + 1) < 0.15    # prefactor curvature is left out

# --- Quanta accepted: conditional means of the explicit sum
means = []
for e in gaps:
    _, mean_ring, mean_ch = density_sum(e + offsets, base)
    means.append([mean_ring.mean(), mean_ch.mean()])
means = np.array(means)
saddle_quanta = np.array([saddle(e, base)[2] for e in gaps])
assert np.allclose(means, saddle_quanta, rtol=0.12)  # order 1/quanta terms
assert np.all(np.diff(means, axis=0) > 0)
assert means[-1, 1] / means[0, 1] > means[-1, 0] / means[0, 0]

# --- Departure from a single exponential over the scanned range
departure = [smooth_ln(summed(base), gap0 + d) - smooth_ln(summed(base), gap0)
             - d * slope_sum for d in (-0.4, 0.4)]
assert max(np.abs(departure)) < np.log(1.5)

# --- Role of frequency: same reorganisation energy, different quantum
R_CH = base.w_CH * base.S_CH
trend = [smooth_ln(summed(base._replace(w_CH=x, S_CH=R_CH / x)), gap0)
         for x in (0.22, 0.26, 0.30, 0.37)]
assert np.all(np.diff(trend) > 0)
deuterated = base._replace(w_CH=base.w_CH / np.sqrt(2),
                           S_CH=base.S_CH * np.sqrt(2))
isotope = []
for e in (1.4, 1.8, 2.2):
    from_sum = smooth_ln(summed(base), e) - smooth_ln(summed(deuterated), e)
    from_saddle = saddle(e, base)[0] - saddle(e, deuterated)[0]
    assert abs(from_sum - from_saddle) < 0.05
    isotope.append(np.exp(from_sum))
assert isotope[0] < isotope[1] < isotope[2]
no_CH = np.exp(smooth_ln(summed(base), gap0)
               - smooth_ln(summed(base._replace(S_CH=0.0)), gap0))

# --- Strong coupling: slope nearly vanishes at the reorganisation energy
strong = base._replace(S_ring=20.0)
gap_strong = strong.L + strong.w_ring * strong.S_ring + R_CH
_, u_s, _, p2_s, p3_s = saddle(gap_strong, strong)
slope_strong = smooth_slope(summed(strong), gap_strong)
assert abs(u_s) < 1e-8
assert abs(slope_strong + p3_s / (2 * p2_s**2)) < 0.05

# --- Neglected effects: rate ratio to the model, and slope
reference = smooth_ln(summed(base), gap0)


def effect(density):
    return (np.exp(smooth_ln(density, gap0) - reference),
            smooth_slope(density, gap0))


effects = {}
wx = 0.0072                                # C-H anharmonicity, eV
w_e = base.w_CH + 2 * wx
depth = w_e**2 / (4 * wx)
a = np.sqrt(w_e / (2 * depth))
d_bond = np.sqrt(2 * base.S_CH / n_bonds)
V_morse = depth * (1 - np.exp(-a * q))**2
for label, sign in (("longer", 1), ("shorter", -1)):
    V_start = depth * (1 - np.exp(-a * (q - sign * d_bond)))**2
    E_v, fc_v = overlaps(w_e, V_start, V_morse, 10)
    v = np.arange(7)
    assert np.allclose(E_v[:7], w_e * v - wx * v * (v + 1), atol=1e-6)
    assert abs(fc_v.sum() - 1) < 1e-6
    effects["Morse C-H, triplet bond " + label] = effect(
        density_time(bath, ring, chi_levels(E_v, fc_v)**n_bonds))
for change in (-0.05, -0.02, 0.02, 0.05):
    V_start = w * (1 + change)**2 * (q - shift)**2 / 2
    E_n, fc_n = overlaps(w, V_start, V_ring, 23)
    effects[f"triplet ring frequency {100 * change:+.0f} %"] = effect(
        density_time(bath, chi_levels(E_n, fc_n), ch))
band_top = 0.05
w_b = (np.arange(200) + 0.5) * band_top / 200
quantum_exponent = np.zeros(time.size, complex)
for wb in w_b:
    nb = 1 / np.expm1(wb / base.kT)
    quantum_exponent += base.L / 200 / wb * (
        (nb + 1) * (np.exp(1j * wb * time) - 1)
        + nb * (np.exp(-1j * wb * time) - 1))
effects["quantum bath, 0-50 meV band"] = effect(
    density_time(np.exp(quantum_exponent), ring, ch))
for label, kT in (("thermal fast modes, 298 K", base.kT),
                  ("bake, all modes at 383 K", KB * bake_temperature)):
    effects[label] = effect(density_time(
        chi_bath(base.L, kT), chi_mode(w, S, kT),
        chi_mode(base.w_CH, base.S_CH, kT)))
assert all(r > 0 and s < 0 for r, s in effects.values())

# --- Output
print(f"ring quantum {w} eV, S {S}; C-H quantum {base.w_CH} eV, S {base.S_CH}")
print(f"bath L {base.L} eV, T {temperature} K, kT {base.kT:.5f} eV")
print(f"bath width s {np.sqrt(2 * base.L * base.kT):.4f} eV")
print(f"coupling C {coupling * 1e3:.3f} meV, 2 pi C^2/hbar {rate_factor:.4e} eV/s")
print(f"total reorganisation energy {base.L + w * S + R_CH:.4f} eV")
print(f"one mode, {p} quanta: E {E_single:.2f} eV, gamma {gamma:.4f}")
print(f"  overlap weight {fc[p]:.4e}, closed/grid density {closed_ratio:.4f}")
print(f"  slope grid {slope_single:.3f}, formula {slope_single_formula:.3f} 1/eV")
print(f"  naive slope -gamma/w {-gamma / w:.3f} 1/eV")
print("gap eV | F sum 1/eV | k sum 1/s | k saddle 1/s | u 1/eV")
for e, F in zip(gaps, F_sum):
    lnF, u, _, _, _ = saddle(e, base)
    print(f"  {e:.1f} | {F:.4e} | {rate_factor * F:.4e} | "
          f"{rate_factor * np.exp(lnF):.4e} | {u:.3f}")
print("gap eV | ring quanta sum, saddle | C-H quanta sum, saddle")
for e, m_sum, m_sad in zip(gaps, means, saddle_quanta):
    print(f"  {e:.1f} | {m_sum[0]:.3f}, {m_sad[0]:.3f} | "
          f"{m_sum[1]:.3f}, {m_sad[1]:.3f}")
print(f"largest saddle/sum deviation, 1.4-2.2 eV: {100 * ripple:.1f} %")
print(f"at {gap0} eV: phi2 {phi2:.4f} eV^2, phi3 {phi3:.4f} eV^3")
print(f"  energy to ring {w * quanta0[0]:.3f}, to C-H "
      f"{base.w_CH * quanta0[1]:.3f} eV")
print(f"  energy to bath {base.L + 2 * base.L * base.kT * u0:.3f} eV")
print(f"  slope sum {slope_sum:.3f}, formula {slope_formula:.3f} 1/eV")
print(f"  gap increase for tenfold slower decay {np.log(10) / -slope_sum:.3f} eV")
print(f"  curvature sum {curvature:.3f}, -1/phi2 {-1 / phi2:.3f} 1/eV^2")
print(f"rate/tangent exponential at 1.4 eV {np.exp(departure[0]):.3f}, "
      f"at 2.2 eV {np.exp(departure[1]):.3f}")
print(f"C-D quantum {deuterated.w_CH:.4f} eV, S {deuterated.S_CH:.5f}")
print("k(H)/k(D) at 1.4, 1.8, 2.2 eV: " + ", ".join(f"{x:.3f}" for x in isotope))
print(f"k with C-H mode / k without, {gap0} eV: {no_CH:.3f}")
print(f"strong coupling S 20, gap {gap_strong:.3f} eV: slope {slope_strong:.3f} 1/eV")
print(f"Morse C-H: anharmonicity {wx} eV, depth {depth:.2f} eV, {n_bonds} bonds")
print(f"neglected effects at {gap0} eV: rate ratio | slope 1/eV")
for label, (ratio, slope) in effects.items():
    print(f"  {label}: {ratio:.3f} | {slope:.2f}")
print(f"  coupling as 1/E adds to slope: {-2 / gap0:.2f} 1/eV")
print("all tests passed")
```

Printed output:

```
ring quantum 0.17 eV, S 1.0; C-H quantum 0.37 eV, S 0.01
bath L 0.08 eV, T 298.0 K, kT 0.02568 eV
bath width s 0.0641 eV
coupling C 0.040 meV, 2 pi C^2/hbar 1.5273e+07 eV/s
total reorganisation energy 0.2537 eV
one mode, 10 quanta: E 1.70 eV, gamma 1.3026
  overlap weight 1.0138e-07, closed/grid density 1.0084
  slope grid -13.825, formula -13.839 1/eV
  naive slope -gamma/w -7.662 1/eV
gap eV | F sum 1/eV | k sum 1/s | k saddle 1/s | u 1/eV
  1.4 | 1.8949e-04 | 2.8942e+03 | 3.2348e+03 | 10.832
  1.6 | 1.8458e-05 | 2.8192e+02 | 3.1818e+02 | 11.537
  1.8 | 1.7107e-06 | 2.6128e+01 | 2.7725e+01 | 12.142
  2.0 | 1.4539e-07 | 2.2206e+00 | 2.1733e+00 | 12.672
  2.2 | 1.0904e-08 | 1.6655e-01 | 1.5513e-01 | 13.142
gap eV | ring quanta sum, saddle | C-H quanta sum, saddle
  1.4 | 6.419, 6.305 | 0.492, 0.550
  1.6 | 7.235, 7.108 | 0.652, 0.714
  1.8 | 8.017, 7.879 | 0.828, 0.894
  2.0 | 8.765, 8.622 | 1.020, 1.087
  2.2 | 9.480, 9.338 | 1.226, 1.293
largest saddle/sum deviation, 1.4-2.2 eV: 14.0 %
at 1.8 eV: phi2 0.3542 eV^2, phi3 0.0840 eV^3
  energy to ring 1.339, to C-H 0.331 eV
  energy to bath 0.130 eV
  slope sum -12.465, formula -12.477 1/eV
  gap increase for tenfold slower decay 0.185 eV
  curvature sum -2.658, -1/phi2 -2.824 1/eV^2
rate/tangent exponential at 1.4 eV 0.794, at 2.2 eV 0.826
C-D quantum 0.2616 eV, S 0.01414
k(H)/k(D) at 1.4, 1.8, 2.2 eV: 1.330, 1.779, 2.609
k with C-H mode / k without, 1.8 eV: 2.705
strong coupling S 20, gap 3.484 eV: slope -0.141 1/eV
Morse C-H: anharmonicity 0.0072 eV, depth 5.13 eV, 10 bonds
neglected effects at 1.8 eV: rate ratio | slope 1/eV
  Morse C-H, triplet bond longer: 3.617 | -9.03
  Morse C-H, triplet bond shorter: 7.050 | -7.63
  triplet ring frequency -5 %: 2.870 | -11.22
  triplet ring frequency -2 %: 1.543 | -11.95
  triplet ring frequency +2 %: 0.640 | -12.99
  triplet ring frequency +5 %: 0.326 | -13.74
  quantum bath, 0-50 meV band: 1.062 | -12.43
  thermal fast modes, 298 K: 1.008 | -12.46
  bake, all modes at 383 K: 1.136 | -12.40
  coupling as 1/E adds to slope: -1.11 1/eV
all tests passed
```
